# Removing the spurious Dirac cones of a square mesh

Centred differences turn the two-dimensional Dirac Hamiltonian of one graphene valley into a lattice model with four massless cones instead of one. With mesh spacing \(a\), they sit at

\[
\Gamma=(0,0),\quad X=(\pi/a,0),\quad Y=(0,\pi/a),\quad M=(\pi/a,\pi/a).
\]

A Wilson term, which is a lattice Laplacian multiplied by \(\sigma_z\), leaves the cone at \(\Gamma\) massless and opens gaps \(4|w|\) at \(X\) and \(Y\) and \(8|w|\) at \(M\), where \(w\) is its strength. The states with \(|E|<2|w|\) then form a single region around \(\Gamma\).

The price is the time reversal of the single valley, \(T=i\sigma_yK\), where \(K\) is complex conjugation. The term also breaks the chiral symmetry \(\sigma_zH\sigma_z=-H\) and the mirrors. This \(T\) is not the physical time reversal of graphene, which exchanges the two valleys.

## Four sites by hand

The algebra uses atomic units, \(\hbar=e=m_e=1\). The continuum Hamiltonian is

\[
H=v(\sigma_xp_x+\sigma_yp_y),\qquad p_j=-i\partial_j ,
\]

where the Pauli matrices act on the two sublattice amplitudes. Define \(t=v/a\). Replacing each derivative by a centred difference gives

\[
(H_0\psi)_{n,m}=-\frac{it}{2}\Big[\sigma_x(\psi_{n+1,m}-\psi_{n-1,m})+\sigma_y(\psi_{n,m+1}-\psi_{n,m-1})\Big].
\]

Take a periodic mesh of \(2\times2\) sites. The right and left neighbours of a site are then the same site, so both differences vanish and \(H_0=0\). The mesh has four sites with two components each, hence eight states of zero energy. The continuum problem on a periodic square has two, the uniform spinors. The other six alternate in sign from site to site, and a centred difference cannot see an alternation because it compares sites two steps apart.

A second difference does see it. Add

\[
(W\psi)_{n,m}=\frac w2\sigma_z\big[4\psi_{n,m}-\psi_{n+1,m}-\psi_{n-1,m}-\psi_{n,m+1}-\psi_{n,m-1}\big].
\]

On the four sites let \(P_x\) and \(P_y\) exchange neighbours along \(x\) and \(y\). Each neighbour is counted twice, so

\[
W=w(2-P_x-P_y)\sigma_z .
\]

A pattern has \(P=+1\) along a direction in which it is uniform and \(P=-1\) along one in which it alternates:

- uniform in both directions: \(W=0\);
- alternating in one direction: \(W=2w\sigma_z\), for each of two patterns;
- alternating in both: \(W=4w\sigma_z\).

The levels are therefore \(0,0\), then \(\pm2w\) twice, then \(\pm4w\). The two wanted states stay at zero and the six spurious ones move away.

## The general mesh and its four cones

On a large periodic mesh insert \(\psi_{n,m}=e^{i(xn+ym)}u\), with \(x=k_xa\) and \(y=k_ya\). Since \(e^{ix}-e^{-ix}=2i\sin x\), the prefactor \(-it/2\) gives

\[
H_0(\mathbf k)=t(\sigma_x\sin x+\sigma_y\sin y),\qquad E=\pm t\sqrt{\sin^2x+\sin^2y}.
\]

The energy vanishes only if both sines vanish, which leaves the four points named above. Near a zero at \(x=0\), \(\sin x\approx x\); near one at \(x=\pi\), \(\sin(\pi+p)\approx-p\). The local Hamiltonians, with \(p,q\) measured from each point, are

\[
\begin{aligned}
\Gamma&:\ t(\sigma_xp+\sigma_yq), & X&:\ t(-\sigma_xp+\sigma_yq),\\
Y&:\ t(\sigma_xp-\sigma_yq), & M&:\ t(-\sigma_xp-\sigma_yq).
\end{aligned}
\]

All four have speed \(v\). The winding \(\chi\) of the vector multiplying \((\sigma_x,\sigma_y)\) is the product of the two signs: \(+1,-1,-1,+1\).

The copies are tied together by a symmetry. The operator \(D_x=(-1)^n\sigma_y\) shifts \(x\) by \(\pi\), which reverses \(\sin x\), while \(\sigma_y\) reverses \(\sigma_x\). Hence \(D_x\) commutes with \(H_0\) and carries \(\Gamma\) into \(X\). Likewise \(D_y=(-1)^m\sigma_x\) carries \(\Gamma\) into \(Y\), and the product of the two reaches \(M\).

An odd number of sites does not cure this. On a periodic \(11\times11\) mesh \(x=\pi\) is not an allowed value, and diagonalization finds two zero modes. Yet \(x=10\pi/11\) is allowed, and it gives the lowest nonzero energy \(t\sin(\pi/11)\). The first excited level of the wanted cone is \(t\sin(2\pi/11)\), higher by the factor \(2\cos(\pi/11)\). The spurious zero modes have gone, but the spurious cones remain.

## The Wilson masses

For the same plane wave the second difference gives

\[
W(\mathbf k)=wS\sigma_z,\qquad S=2-\cos x-\cos y .
\]

Near \(\Gamma\), \(S\approx(x^2+y^2)/2\), so \(W\) approximates \(-(wa^2/2)\sigma_z\nabla^2\) and vanishes faster than the linear cone. At \(X,Y,M\) it equals \(2w,2w,4w\) times \(\sigma_z\). Because the Pauli matrices anticommute,

\[
E^2=t^2(\sin^2x+\sin^2y)+w^2S^2 ,
\]

and the direct gaps at the corners are \(0,4|w|,4|w|,8|w|\).

To see what happens around \(X\), put \(x=\pi+p\), \(y=q\). Then \(S\approx2+(q^2-p^2)/2\) and \(S^2\approx4+2(q^2-p^2)\), so

\[
E^2\approx4w^2+(t^2-2w^2)p^2+(t^2+2w^2)q^2 .
\]

For \(w^2<t^2/2\) the point \(X\) is a local minimum of \(|E|\), and spurious states appear as soon as \(|E|\) exceeds \(2|w|\).

## Why the window reaches \(2|w|\)

Gaps at three points do not by themselves exclude low energies elsewhere. Every separate region of the zone with \(E^2<4w^2\) must, however, contain a minimum of \(E^2\) in its interior, because \(E^2=4w^2\) on its edge. It is enough to find all stationary points. They satisfy

\[
\sin x\,(t^2\cos x+w^2S)=0,\qquad \sin y\,(t^2\cos y+w^2S)=0 .
\]

Let \(r=w^2/t^2\). If both sines vanish, the corners give \(E^2/t^2=0,4r,4r,16r\). There are three other cases, up to exchange of \(x\) and \(y\).

**One sine zero, \(y=0\).** With \(c=\cos x\), \(S=1-c\) and \(c+r(1-c)=0\). Thus \(c=-r/(1-r)\) and \(S=1/(1-r)\), which requires \(r\le1/2\) for \(|c|\le1\). Then

\[
\frac{E^2}{t^2}=1-c^2+rS^2=\frac{(1-r)^2-r^2+r}{(1-r)^2}=\frac1{1-r}.
\]

This is at least \(4r\), because \(1-4r(1-r)=(1-2r)^2\ge0\).

**One sine zero, \(y=\pi\).** Now \(S=3-c\), so \(c=-3r/(1-r)\) and \(S=3/(1-r)\), which requires \(r\le1/4\). Then

\[
\frac{E^2}{t^2}=\frac{(1-r)^2-9r^2+9r}{(1-r)^2}=\frac{1+8r}{1-r}\ge1\ge4r .
\]

**Neither sine zero.** Both cosines equal \(c=-rS\), with \(S=2-2c\). Hence \(c=-2r/(1-2r)\) and \(S=2/(1-2r)\), again with \(r\le1/4\), and

\[
\frac{E^2}{t^2}=2-2c^2+rS^2=\frac{2(1-2r)^2-8r^2+4r}{(1-2r)^2}=\frac2{1-2r}\ge2>4r .
\]

The only stationary point below \(4w^2\) is \(\Gamma\). The low-energy region is therefore connected and contains \(\Gamma\), for any \(w\ne0\).

## The broken symmetry, and why it must break

Write a general two-band lattice Hamiltonian with hopping of finite range, which makes it continuous in \(\mathbf k\), as \(H(\mathbf k)=d_0(\mathbf k)+\mathbf d(\mathbf k)\cdot\boldsymbol\sigma\). Time reversal \(T\) reverses \(\mathbf k\) and every Pauli matrix, so symmetry under \(T\) requires

\[
\mathbf d(-\mathbf k)=-\mathbf d(\mathbf k).
\]

The sines are odd and comply. The function \(S\) is even, so \(W\) changes sign under \(T\) and breaks it.

No cleverer term of finite range avoids this. At each of the four corners \(-\mathbf k\) and \(\mathbf k\) differ by a reciprocal lattice vector, so the condition reads \(\mathbf d=-\mathbf d=0\). Every \(T\)-symmetric, translation-invariant two-band term leaves all four corners degenerate. A scalar \(d_0\) may shift a corner away from zero energy, but this does not clear the window: if the corner is raised, the lower band runs from negative energy near \(\Gamma\) to positive energy at that corner and crosses zero along an extra contour, and if it is lowered, the upper band does the same.

Chiral symmetry, \(\sigma_zH\sigma_z=-H\), requires \(d_0=d_z=0\), and \(W\) breaks it too. Suppose a term kept it. The phase of \(d_x+id_y\) is periodic, so its changes along opposite edges of the zone cancel and the windings of isolated zeros sum to zero. One cone with winding \(\pm1\) cannot stand alone. For example, adding \(2t(1-\cos x)\sigma_y\) to \(H_0\) removes the zeros at \(x=\pi\), where \(\sin y+4\) cannot vanish, but leaves two at \(x=0\).

The mirror \(y\to-y\), accompanied by \(\sigma_x\), preserves \(H_0\) but reverses \(\sigma_z\), and so \(W\). The operator \(D_x\) reverses \(\sigma_z\) and shifts \(x\) by \(\pi\), so it turns \(W\) into \(-w(2+\cos x-\cos y)\sigma_z\), which differs from \(W\); \(D_y\) fails in the same way. Both \(D_x\) and \(D_y\) had to be broken, since they make the cones equivalent. Some symmetries survive. Substitution confirms two of them:

\[
\sigma_zH(-\mathbf k)\sigma_z=H(\mathbf k),\qquad \sigma_xH^*(-\mathbf k)\sigma_x=-H(\mathbf k).
\]

The first is a twofold rotation within the one-valley model (the twofold rotation of the real sheet exchanges the valleys), the second a particle-hole symmetry that keeps the spectrum symmetric about zero.

For graphene without spin-dependent terms, the second valley can be written with a Wilson strength \(w'\) as

\[
H'(\mathbf k)=t(-\sigma_x\sin x+\sigma_y\sin y)+w'S\sigma_z .
\]

Physical time reversal demands \(H'(\mathbf k)=H^*(-\mathbf k)\), hence \(w'=w\). Inversion exchanges valleys and sublattices and demands \(\sigma_xH'(-\mathbf k)\sigma_x=H(\mathbf k)\), hence \(w'=-w\). Equal signs keep physical time reversal and break inversion; opposite signs do the reverse.

## A massive cone

Adding a uniform mass \(m\sigma_z\) exposes the loss of \(T\) in a topological number. Use \(\mathbf A=i\langle u|\nabla_{\mathbf k}u\rangle\), and let \(C\) be the integral of its curl over the zone divided by \(2\pi\). For the upper spinor \((\cos\frac\theta2,e^{i\phi}\sin\frac\theta2)\), \(\mathbf A=-\sin^2\frac\theta2\,\nabla\phi\), whose curl is minus half the solid angle swept by \(\hat{\mathbf d}\). The lower band has the opposite sign, so its \(C\) counts how often \(\hat{\mathbf d}\) covers the sphere.

The count can be made at the poles, which are reached at the four corners. Visits to the north pole contribute \(\chi\) and visits to the south pole \(-\chi\), since the orientation is reversed there. Averaging the two counts gives

\[
C=\tfrac12\big[\operatorname{sgn}m-2\operatorname{sgn}(m+2w)+\operatorname{sgn}(m+4w)\big].
\]

For \(w>0\) and \(|m|<2w\), \(C=0\) if \(m>0\) and \(C=-1\) if \(m<0\). Without the Wilson term the four contributions cancel for either sign. The mass itself changes sign under \(T\), so if \(H_0+W\) kept \(T\), reversing \(m\) would only reverse the sign of \(C\). The values \(0\) and \(-1\) show that it does not.

## Errors at finite spacing

Let \(\kappa=ka\) and let \(\phi\) be the direction of \(\mathbf k\). With \(\sin^2x\approx x^2-x^4/3\) and \(S\approx\kappa^2/2\),

\[
E^2\approx t^2\kappa^2\Big[1-\frac{\kappa^2}{3}(\cos^4\phi+\sin^4\phi)+\frac{r\kappa^2}{4}\Big].
\]

Taking the square root halves the correction. Relative to the continuum energy \(vk\),

\[
\frac{\delta E}{E}\approx\frac{\kappa^2}{2}\Big[-\frac{\cos^4\phi+\sin^4\phi}{3}+\frac r4\Big].
\]

The broken symmetry shows at lower order in \(\kappa\), as an out-of-plane pseudospin

\[
\frac{d_z}{E}\approx\frac{w\kappa^2/2}{t\kappa}=\frac{wa^2k}{2v}.
\]

States at \(\mathbf k\) and \(-\mathbf k\) in the same band have opposite in-plane pseudospins and equal \(d_z\). The squared overlap of two spinors with directions \(\mathbf n,\mathbf n'\) is \((1+\mathbf n\cdot\mathbf n')/2\), which here becomes

\[
|\langle u_{-\mathbf k}|u_{\mathbf k}\rangle|^2=\frac12\Big(1-\frac{d_x^2+d_y^2}{E^2}+\frac{d_z^2}{E^2}\Big)=\frac{d_z^2}{E^2}.
\]

For \(w=0\) it vanishes, so a potential equal on both sublattices cannot scatter an electron from \(\mathbf k\) to \(-\mathbf k\) in first order. The Wilson term permits a little of it. At fixed \(k\) and \(v\), refinement reduces the tilt as \(a^2\) if \(w\) is fixed, and as \(a\) if \(w/t\) is fixed.

## Worked example: a doped sheet

Take rough typical values for graphene: speed \(10^6\) m/s and Fermi energy \(E_F=0.100\) eV. In these units \(\hbar v=6.582\) eV Å. Choose \(a=10\) Å and \(w=0.25\) eV. Then

\[
t=\frac{6.582}{10}=0.658\ \text{eV},\qquad k_F=\frac{0.100}{6.582}=0.01519\ \text{Å}^{-1},\qquad k_Fa=0.152 .
\]

The gaps are \(1.0\) eV at \(X\) and \(Y\) and \(2.0\) eV at \(M\). The single-cone window is \(|E|<0.50\) eV, and the lowest stationary energy away from the corners is \(0.71\) eV.

With \(r=0.380^2=0.144\), the energy error along an axis is

\[
\frac{0.152^2}{2}\Big(-\frac13+\frac{0.144}{4}\Big)\approx-0.34\%,
\]

against \(-0.38\%\) without the Wilson term. Along the diagonal the errors are \(-0.15\%\) and \(-0.19\%\). The tilt is \(0.380\times0.152/2\approx0.029\), and the overlap of opposite states is \(8.4\times10^{-4}\).

The carrier density shows the damage done by the copies. With two spins and two valleys the continuum value is

\[
n=4\,\frac{\pi k_F^2}{4\pi^2}=\frac{k_F^2}{\pi}=7.35\times10^{-5}\ \text{Å}^{-2}=7.35\times10^{11}\ \text{cm}^{-2}.
\]

Counting momenta with \(0<E<E_F\) on a \(2000\times2000\) grid gives \(7.38\times10^{-5}\) Å\(^{-2}\) with the Wilson term and \(2.95\times10^{-4}\) Å\(^{-2}\) without it, four times as many. The excess of 0.5% in the Wilson value follows from the energy error: the mean of \(\cos^4\phi+\sin^4\phi\) is \(3/4\), so the area at fixed energy grows by \((k_Fa)^2(1-r)/4\approx0.5\%\).

## Beside a real sheet

At 300 K the thermal energy is \(0.026\) eV. With the chemical potential held at \(0.1\) eV, the occupation at the window edge is \(2\times10^{-7}\), so the spurious states above the window stay empty, while states at the Dirac point are empty with probability 2%. The net carrier density, electrons minus holes, is then about 21% above its zero-temperature value. Other neglected effects are sized with rough inputs. A nearest-neighbour honeycomb with bond length 1.42 Å, evaluated around the Fermi circle, departs from the round cone by at most 0.55% of \(E_F\). A second-neighbour hopping of \(0.1\) eV shifts the level by \(10^{-4}\) eV relative to the Dirac point. A mobility \(\mu=5\times10^4\) cm²/Vs, with Drude lifetime \(\tau=\mu E_F/v^2\), gives \(1/\tau=1.3\) meV. This is a transport rate, which gives little weight to small-angle scattering, so the broadening of the levels can be larger.

Electron-electron exchange changes the velocity itself. For a neutral sheet with dielectric constant \(\epsilon\), the unscreened first-order term is

\[
\Sigma(k)=\frac12\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi\cos\theta}{\epsilon|\mathbf k-\mathbf q|}\approx\frac{k}{4\epsilon}\ln\frac{\Lambda}{k},
\]

where \(\theta\) is the angle between \(\mathbf k\) and \(\mathbf q\), and \(\Lambda\) is a cutoff. A constant added to the logarithm is left out; it cancels when values of \(\Sigma/k\) are subtracted. The logarithm comes from \(q\gg k\), where the angular integral of \(\cos\theta/|\mathbf k-\mathbf q|\) is \(\pi k/q^2\). With \(\epsilon=4\), \(1/(\epsilon v)=0.547\), and in the neutral sheet \(E/k\) falls between \(k_F\) and \(2k_F\) by \(0.547\ln2/4\approx9.5\%\) of \(v\). A doped sheet differs: its carriers screen the interaction, and its filled conduction states add an exchange term of their own. Both can reduce the change strongly, so the 9.5% is a scale for the neutral sheet and not a correction to the worked example. A constant \(v\) fitted near \(E_F\) absorbs part of what remains. Atomically sharp defects and some edges also mix the valleys, which a one-valley calculation cannot describe. An armchair edge does so; a clean zigzag edge does not, because the two valleys have different momenta along it.

## Using the method

1. Choose \(a\) so that \(ka\) is small at the largest energy of interest, and evaluate \(\delta E/E\).
2. Choose \(2|w|\) above that energy, including the thermal tail. With a potential \(V\) that varies slowly over \(a\), the local condition is \(|E-V|<2|w|\).
3. Apply \(H_0+W+V\) with the two difference formulas above.
4. Evaluate \((d_z/E)^2\), the first-order measure of false backscattering for a weak, smooth potential. If it matters, reduce \(a\), or reduce \(w\) as far as step 2 allows. Spread every defect over several mesh spacings: a strong potential on a single site also scatters repeatedly through states far from \(\Gamma\), whose \(d_z\) is not small, and can backscatter much more than this measure says. Spreading does not suffice for a strong potential: evaluate the measure also at the largest local \(|E-V|\). In the worked example a smooth well 0.3 eV deep raises the local wave number fourfold, and the false backscattering rises from \(8.4\times10^{-4}\) to about \(10^{-2}\).

Steps 2 and 4 pull in opposite directions. At leading order \(w=t\) cancels the direction-averaged energy error, but it raises the tilt to \(ka/2\). When backscattering from a smooth potential is the quantity sought, the smaller \(w\) is the better choice. For a potential on a single site the false backscattering need not fall as \(w\) is reduced.
